# How many interpolation points separable density fitting of exchange needs

## What fixes the form of the setting

The exchange energy of a filled set of orbitals does not change when those orbitals are mixed by an orthogonal matrix. A sensible number of interpolation points therefore cannot depend on which orbitals represent the filled space. It can depend only on the density matrix. If the density matrix is short-ranged, doubling the amount of material at fixed density doubles the local information in it. At fixed relative error, and once the system is much larger than that range, the number of points \(k\) should then follow

\[
k=c(\varepsilon)\,N ,
\]

where \(N\) is the number of occupied orbitals, \(\varepsilon\) the relative error and \(c\) a pure number. This \(c\) is the setting to be chosen.

The argument needs locality. Ten random functions on 200 grid points have 55 linearly independent products, the full \(N(N+1)/2\). As long as such orbitals have fewer pairs than there are grid points, the exact rank grows as the square of \(N\).

## What is fitted

Atomic units are used in the algebra. Let \(\varphi_i\), \(i=1\dots N\), be real orthonormal occupied orbitals, and \(\psi_j\), \(j=1\dots M\), the real orbitals on which exchange acts. Both live on a uniform grid of \(N_g\) points with volume weight \(h\). Interpolative separable density fitting (ISDF) writes

\[
\varphi_i(r)\psi_j(r)\approx\sum_{\mu=1}^{k}\zeta_\mu(r)\,\varphi_i(r_\mu)\psi_j(r_\mu),
\]

where the \(r_\mu\) are grid points, forming a set \(S\). The coefficients are orbital values, so only the vectors \(\zeta_\mu\) must be found. Minimize the total squared error

\[
\|\delta\|^2=h\sum_r\sum_{ij}\Big[\varphi_i(r)\psi_j(r)-\sum_\mu\zeta_\mu(r)\varphi_i(r_\mu)\psi_j(r_\mu)\Big]^2 .
\]

Setting the derivative with respect to \(\zeta_\nu(r)\) to zero gives

\[
\sum_\mu\zeta_\mu(r)A(r_\mu,r_\nu)=A(r,r_\nu),\qquad
A(r,r')=\sum_{ij}\varphi_i(r)\psi_j(r)\varphi_i(r')\psi_j(r').
\]

The double sum factorizes:

\[
A(r,r')=P^\varphi(r,r')P^\psi(r,r'),\qquad P^\varphi(r,r')=\sum_i\varphi_i(r)\varphi_i(r'),
\]

and likewise for \(P^\psi\). The \(NM\) products never have to be formed. If \(A_{SS}\) is invertible, \(\zeta=A_{:S}A_{SS}^{-1}\). Inserting this in the error gives

\[
\|\delta\|^2=h\,\mathrm{tr}\big(A-A_{:S}A_{SS}^{-1}A_{S:}\big).
\]

If \(A_{SS}\) is nearly singular, its negligible eigenvalues are dropped from the inverse. Below, the relative error is \(\varepsilon=\|\delta\|/\sqrt T\), with \(T=h\,\mathrm{tr}A\) the summed squared norm of all products.

## Why the rank grows linearly

Let \(B=hA\) have eigenvalues \(\lambda_1\ge\lambda_2\ge\dots\). Suppose all products are approximated within a space of dimension \(r\) with orthonormal basis \(u_a\). The captured weight is \(\sum_a u_a^TBu_a=\sum_m p_m\lambda_m\), where \(p_m\) is the squared length of the projection of eigenvector \(m\) on the space. Since \(0\le p_m\le1\) and \(\sum_mp_m=r\), the captured weight is at most \(\lambda_1+\dots+\lambda_r\). The smallest possible squared error is thus

\[
t_r=\sum_{m>r}\lambda_m .
\]

No choice of \(r\) interpolation points can do better.

Now take \(\psi=\varphi\), and assume that the filled space of an insulator has localized orbitals \(w_i\) with \(w_i^2\le Ce^{-2\kappa|r-R_i|}\). Rotating to them leaves \(A\) unchanged. Write \(R_{ij}=|R_i-R_j|\). Because \(|r-R_i|+|r-R_j|\ge R_{ij}\), half of the exponent can be taken out of the integral:

\[
\int w_i^2w_j^2\,d^3r\le C^2e^{-\kappa R_{ij}}\int e^{-\kappa|r-R_i|}d^3r=\frac{8\pi C^2}{\kappa^3}e^{-\kappa R_{ij}} .
\]

Keep the pairs with \(R_{ij}<R\) and replace the others by zero. At fixed density the number kept is proportional to \(N\), and the weight dropped per orbital falls exponentially with \(R\), apart from a power of \(R\). This is one allowed approximation, so its error bounds \(t_r\) from above. Moreover, with \(\rho=\sum_i\varphi_i^2\), the Cauchy–Schwarz inequality gives \(T=\int\rho^2\ge N^2/\Omega\) in a volume \(\Omega\), which is proportional to \(N\) at fixed density. A fixed relative error therefore needs a rank at most proportional to \(N\).

A second bound needs no localization. If the orbitals contain plane waves up to \(G_{\max}\), their products contain none beyond \(2G_{\max}\). The number of such waves is proportional to the volume. This covers metals, but the prefactor is large: about 484 per orbital in the example below, against useful ranks below 10.

## Good points exist

A good fitting space does not by itself supply good grid points. Draw a set \(S\) of \(k\) points with probability proportional to \(\det B_{SS}\). The squared error is the sum over grid points \(j\) of the residuals \(B_{jj}-B_{jS}B_{SS}^{-1}B_{Sj}\). By the determinant formula for a bordered matrix, each residual times \(\det B_{SS}\) equals \(\det B_{S\cup j,S\cup j}\). Each set of \(k+1\) points arises in \(k+1\) ways, so

\[
\sum_S\det B_{SS}\,\|\delta_S\|^2=(k+1)\sum_{|Q|=k+1}\det B_{QQ}=(k+1)e_{k+1}.
\]

Here \(e_k\) is the sum of all products of \(k\) different eigenvalues. It equals the sum of the \(k\times k\) principal minors, since both are the coefficient of \(x^k\) in \(\det(1+xB)\). The mean squared error is therefore \((k+1)e_{k+1}/e_k\).

Each product in \(e_{k+1}\) has at least \(k+1-r\) factors with index above \(r\). Counting those factors gives

\[
(k+1-r)\,e_{k+1}\le\sum_{m>r}\lambda_m\,e_k=t_r\,e_k ,
\]

so that, for \(r\le k\),

\[
\langle\|\delta\|^2\rangle\le\frac{k+1}{k+1-r}\,t_r .
\]

At least one set does as well as the mean. With \(k=2r-1\) points the factor is 2. Linear rank thus implies a linear number of points. The theorem does not say that a fast selection method finds them.

## Choosing the points

**Randomized pivoted QR.** Let \(g_{ai}\) and \(g'_{bj}\) be independent Gaussian numbers of unit variance, with \(a,b=1\dots p\). Form the sketch

\[
Y_{ab}(r)=\Big[\sum_ig_{ai}\varphi_i(r)\Big]\Big[\sum_jg'_{bj}\psi_j(r)\Big].
\]

Since \(\langle g_{ai}g_{ai'}\rangle=\delta_{ii'}\), and likewise for \(g'\), the mean of \(\sum_{ab}Y_{ab}(r)Y_{ab}(r')\) is \(p^2A(r,r')\). The matrix \(Y\) has \(p^2\) rows and one column per grid point. Pivoted QR picks the column with the largest norm, removes its direction from all the others, and repeats. It thus takes the grid point that is worst represented so far. With \(p^2\) somewhat above \(k\), the cost is of order \(N_gk^2\). The first pivots of a long run form a valid smaller set, so one run serves several values of \(c\).

**Centroidal Voronoi clustering.** Minimize

\[
Q=\sum_rA(r,r)\min_\mu|r-c_\mu|^2
\]

over the centres \(c_\mu\), with periodic distances. The weight is the summed squared size of all products at \(r\). Each sweep assigns every grid point to its nearest centre, then moves each centre to the weighted mean of its points. Neither move can raise \(Q\). The grid point nearest each final centre is taken. A plain distance search costs \(N_gk\) per sweep.

\(Q\) is not the fitting error, and the sweeps reach only a local minimum. A centre is pulled by the weight inside its own cell, so little draws it across a low-density gap. The start should therefore give each site its share of points.

## Exchange and its cost

Insert the fit in \(K_{jl}=-\sum_i(\psi_j\varphi_i|\varphi_i\psi_l)\):

\[
K_{jl}\approx-\sum_{\mu\nu}\psi_j(r_\mu)\,P^\varphi(r_\mu,r_\nu)\,W_{\mu\nu}\,\psi_l(r_\nu),
\qquad W_{\mu\nu}=\iint\zeta_\mu v\,\zeta_\nu .
\]

With \(k\), \(M\) and \(N_g\) all proportional to \(N\), the stages cost:

- sampled density matrices: \((N+M)kN_g\);
- solution for \(\zeta\): \(k^3+k^2N_g\);
- Poisson solves by Fourier transform: \(kN_g\log N_g\);
- \(W\): \(k^2N_g\);
- final contraction: \(Mk^2+M^2k\).

The total is cubic. What this gains depends on the method replaced. Direct exchange on a plane-wave grid needs of order \(NM\) Poisson solves, hence \(NMN_g\log N_g\), which is already cubic up to a logarithm. There ISDF trades most of the solves for matrix products. In ordinary density fitting with \(N_{\rm aux}\propto N\) auxiliary functions, the sum \(\sum_{iq}b^q_{ij}b^q_{il}\) over fitted three-index integrals costs \(NN_{\rm aux}M^2\). That is quartic unless sparsity is used, and there ISDF lowers the power.

## Why the energy converges faster than the matrix

Take \(\psi=\varphi\) and a closed shell, so \(E_x=-\sum_{ij}(ij|ij)\), where \((ij|ij)\) is the self-interaction of the product \(\varphi_i\varphi_j\). Collect the products in a matrix \(Z\) with grid points as rows and pairs as columns. Least squares replaces each row by its orthogonal projection on the span of the sampled rows. The fit is \(Z\Pi\), with \(\Pi\) a projector, and the error is \(\delta=Z(1-\Pi)\). Let \(V\) be the interaction matrix including the grid weights. The cross term in the energy is

\[
\mathrm{tr}\big[\Pi Z^TVZ(1-\Pi)\big]=\mathrm{tr}\big[Z^TVZ(1-\Pi)\Pi\big]=0 .
\]

Therefore

\[
E_{\rm ISDF}-E_x=\mathrm{tr}\,\delta^TV\delta=\sum_{ij}\langle\delta_{ij}|v|\delta_{ij}\rangle .
\]

For an interaction with no negative Fourier component, the fitted energy lies above the direct one for the same orbitals. The error is quadratic in \(\delta\) and at most \(v_{\max}\|\delta\|^2\), where \(v_{\max}\) is the largest Fourier component. Adding points to a nested set enlarges \(\Pi\) and cannot raise the energy error.

The cancellation needs the trace over all pairs. A single \(K_{jl}\) has an error of first order in \(\delta\). Convergence of the total exchange energy is therefore not evidence that orbital energies have converged equally well.

For the short-range interaction \(\mathrm{erfc}(\omega r)/r\),

\[
v(G)=\frac{4\pi}{G^2}\big(1-e^{-G^2/4\omega^2}\big),\qquad v(0)=\frac{\pi}{\omega^2},
\]

the second value following from \(1-e^{-x}\approx x\). For the bare Coulomb interaction \(v(G)\) grows without limit as \(G\to0\). The identity still holds once the \(G=0\) term is given a non-negative value, but the bound becomes weak in large cells.

## A chain of wells

The model is a periodic chain of Gaussian wells, 100 eV deep and 0.8 Å wide, in cubic cells of 4 Å. The chain is also repeated sideways every 4 Å, and only orbitals with that sideways period are used. The energies and ranks below belong to this periodic model, not to an isolated chain. Each well contributes four filled orbitals. The plane-wave cutoff of 150 eV is part of the model, and \(\omega=0.5\) Å\(^{-1}\). The gap to the next level is 15.5 eV. The cutoff is not converged: it truncates the orbitals sharply and gives the localized orbitals slowly decaying tails that the gap alone would not produce. Raising it to 300 eV moves the gap to 15.4 eV and the exchange energy of the four-well chain from −64.82 to −65.62 eV per well, and lowers the optimal \(\varepsilon\) at \(k=4N\) from 0.003 to 0.0002. The reference is the direct sum over pairs on the same grid. It tests the fit, not the model.

For \(\varepsilon=10^{-2}\) the optimal rank is \(2.5N\) in chains of 4, 6 and 8 wells, while the number of pairs per orbital rises from \(136/16=8.5\) to \(528/32=16.5\). The value has a simple reading: four orbitals on one well have \(4\cdot5/2=10\) products, and \(10/4=2.5\).

For \(\varepsilon=10^{-3}\) the ranks are \(6.3N\), \(8.5N\) and \(8.3N\). These values are set by the cutoff, not by the gap. The tails left by the sharp truncation make weak products between distant wells count, and the rank reaches \(9.3N\) for 16 wells. With a cutoff of 300 eV these tails are much smaller and the rank is \(2.9N\) for both four and eight wells. The value \(2.5N\) at \(\varepsilon=10^{-2}\) is the same at both cutoffs.

At \(k=4N\) the results are:

| Wells | Optimal \(\varepsilon\) | QR \(\varepsilon\) | Voronoi \(\varepsilon\) | QR energy error per well |
|---|---|---|---|---|
| 4 | 0.0029 | 0.0042 | 0.0044 | 0.86 meV |
| 6 | 0.0032 | 0.0045 | 0.0046 | 1.00 meV |
| 8 | 0.0031 | 0.0043 | 0.0047 | 0.97 meV |

At this \(k\) the errors hardly change with length; at \(k=6N\) the QR energy errors are 0.13, 0.41 and 0.28 meV per well. Relative to the direct exchange energy of −64.84 eV per well, 0.97 meV is \(1.5\times10^{-5}\). The bound \(v_{\max}\|\delta\|^2\) gives 9.0 meV. By the energy identity, the average of \(v(G)\) over the fitting error is thus about one ninth of \(v(0)\).

For eight wells, going from \(k=3N\) to \(6N\) lowers the QR error from 0.00574 to 0.00260, a factor of 2.21. The energy error falls from 1.64 to 0.28 meV per well, a factor of 5.8. The square of 2.21 is 4.9, and the rest reflects a lower average \(v(G)\) in the remaining error. In the four-well chain at \(k=4N\), the largest error of a \(K\) element is 35 meV, against 3.4 meV for the total energy of all four wells. The largest element depends on the basis chosen for the occupied space, by a factor of about two, but it stays well above the energy error, as expected when the first-order term does not cancel.

The distribution of points matters as much as their number. From the Voronoi set of the eight-well chain at \(k=6N\), 16 points were deleted in two ways. Taken evenly from all wells, they leave \(\varepsilon=0.0035\). Taken from one well, which keeps 8, they leave \(\varepsilon=0.12\). Eight samples cannot determine ten independent products, and points in other wells see these orbitals only weakly. Free random starts at \(k=4N\) happened to leave at least 10 points in every well and gave errors of 0.0046 to 0.0054, close to those of balanced starts. Clustering does not improve every start: for four wells at \(k=3N\) the error went from 0.0099 to 0.0101.

## Guidance for the setting

**Start from the local pair count.** With \(n\) occupied orbitals per site, a site has at most \(n(n+1)/2\) independent products of its own. When orbitals on different sites barely overlap, a first trial is therefore \(c\) somewhat above \((n+1)/2\). Here that is 2.5, and \(c=4\) gives about 1 meV per well at the 150 eV cutoff and about 0.01 meV at 300 eV. For larger \(n\) the count can be too high, because products become dependent. The ten lowest orbitals of an isotropic three-dimensional oscillator have 55 products, but all are one Gaussian times a polynomial of degree at most four, and there are only 35 independent polynomials of that kind. In a covalent solid the count is far too low, because products between neighbouring sites are strong. For silicon with an empirical pseudopotential, \(c=2.5\) leaves an optimal \(\varepsilon\) near 0.3, and \(\varepsilon=10^{-2}\) needs about \(9N\) to \(11N\) in a 16-atom cell, depending on the cutoff, and about \(15N\) in a 54-atom cell. Another material needs its own convergence series.

**Raise \(c\) when exchange acts on empty orbitals.** If the targets are the \(n\) occupied and \(n'\) empty orbitals per site, the local count becomes at most \(n(n+1)/2+nn'\). For \(n=n'=4\) this is \(10+16=26\) per site, or \(6.5N\). This estimate follows from counting and was not tested in the example.

**Monitor the right quantity.** The trace formula gives \(\varepsilon\) without forming any products. For total energies, follow the energy as \(c\) grows. For orbital energies or gaps, follow the elements of \(K\).

**Choose the selection method by its risk.** QR looks at the residual of the sketched products and needs no knowledge of sites. Voronoi clustering is cheaper, but the number of points on each site should be checked against the local pair count.

**Check that the system is large enough to gain.** For \(\psi=\varphi\), the ratio of direct to fitted Poisson solves is \((N+1)/(2c)\). For eight wells and \(c=6\) it is \(33/12=2.75\), or 528 against 192. This did not save CPU time: the direct sum took 0.61 s, Voronoi selection with fit and exchange \(0.35+1.11=1.46\) s, and QR selection alone 4.4 s. These are single timings of one implementation. In these runs selection, fit and exchange together cost more than the solves saved. On a plane-wave grid both routes are cubic up to a logarithm, so a gain in large systems rests on the prefactors and that logarithm.

The values for chains of 4, 6 and 8 wells at the 150 eV cutoff are in the numerical output below.

## Calculated quantities

```
cell 4.0 A, well depth 100.0 eV, width 0.8 A
cutoff 150.0 eV, omega 0.5 1/A, bands 4
kernel maximum v(0) = 180.95 eV A^3
10 generic orbitals: pair rank 55
WELLS 4: N 16, grid 12348, pairs 136, gap 15.485 eV
  direct exchange -64.823574 eV per well
  optimal rank/N: 2.500 (error 1e-2), 6.312 (error 1e-3)
  localized pairs/N for 1e-2: 2.500; plane-wave bound/N: 481.6
  k=3N=48: rel. error optimal 4.01e-03, theorem 1.16e-02, QR 5.93e-03, Voronoi 1.01e-02, start 9.90e-03
    energy error, meV per well: QR 1.7199 (bound 16.944), Voronoi 3.5415
  k=4N=64: rel. error optimal 2.90e-03, theorem 7.69e-03, QR 4.18e-03, Voronoi 4.41e-03, start 5.86e-03
    energy error, meV per well: QR 0.8564 (bound 8.418), Voronoi 0.8683
    Voronoi from free start: rel. error 4.60e-03, fewest points in a well 11 (mean 16)
  k=6N=96: rel. error optimal 1.17e-03, theorem 4.59e-03, QR 1.86e-03, Voronoi 2.34e-03, start 2.40e-03
    energy error, meV per well: QR 0.1277 (bound 1.666), Voronoi 0.3285
  k=4N QR: largest K element error 35.3508 meV, total energy error 3.4255 meV
WELLS 6: N 24, grid 18816, pairs 300, gap 15.485 eV
  direct exchange -64.834475 eV per well
  optimal rank/N: 2.500 (error 1e-2), 8.458 (error 1e-3)
  localized pairs/N for 1e-2: 2.500; plane-wave bound/N: 484.7
  k=3N=72: rel. error optimal 3.97e-03, theorem 1.12e-02, QR 5.59e-03, Voronoi 6.34e-03, start 3.13e-02
    energy error, meV per well: QR 1.5364 (bound 15.087), Voronoi 1.5904
  k=4N=96: rel. error optimal 3.16e-03, theorem 7.54e-03, QR 4.48e-03, Voronoi 4.60e-03, start 6.14e-03
    energy error, meV per well: QR 0.9958 (bound 9.666), Voronoi 0.9981
    Voronoi from free start: rel. error 5.41e-03, fewest points in a well 10 (mean 16)
  k=6N=144: rel. error optimal 1.98e-03, theorem 5.41e-03, QR 2.93e-03, Voronoi 3.19e-03, start 3.54e-03
    energy error, meV per well: QR 0.4053 (bound 4.125), Voronoi 0.5235
WELLS 8: N 32, grid 24500, pairs 528, gap 15.485 eV
  direct exchange -64.840851 eV per well
  optimal rank/N: 2.500 (error 1e-2), 8.250 (error 1e-3)
  localized pairs/N for 1e-2: 2.500; plane-wave bound/N: 484.3
  k=3N=96: rel. error optimal 4.03e-03, theorem 1.15e-02, QR 5.74e-03, Voronoi 6.21e-03, start 1.43e-02
    energy error, meV per well: QR 1.6425 (bound 15.864), Voronoi 1.6764
  k=4N=128: rel. error optimal 3.09e-03, theorem 7.62e-03, QR 4.31e-03, Voronoi 4.66e-03, start 5.92e-03
    energy error, meV per well: QR 0.9671 (bound 8.967), Voronoi 0.9939
    Voronoi from free start: rel. error 4.81e-03, fewest points in a well 12 (mean 16)
  k=6N=192: rel. error optimal 1.75e-03, theorem 5.29e-03, QR 2.60e-03, Voronoi 3.07e-03, start 3.39e-03
    energy error, meV per well: QR 0.2825 (bound 3.251), Voronoi 0.5167
largest chain, k=6N Voronoi, 16 points deleted: rel. error
  one well left with 8: 1.23e-01; evenly from all wells: 3.46e-03
largest chain, Poisson solves: direct 528, ISDF 192 (k=6N)
CPU time: direct 0.61 s, QR points 4.41 s, Voronoi points 0.35 s, fit and exchange 1.11 s
```
